Backward Brillouin shift in bulk silicon at 1550 nm

**Problem**

A weak laser beam of vacuum wavelength λ = 1550 nm travels along the [100] axis of a large silicon crystal. The refractive index is n = 3.48, and longitudinal sound along [100] has speed v = 8430 m/s. Some of the light is scattered straight back by sound waves travelling along the same axis.

(a) Which sound wavelength scatters the light straight back?
(b) By how much, and in which direction, does the frequency of the light change?
(c) The scattered light has a slightly different wavevector from the incident light. What error comes from ignoring this?
(d) Why is longitudinal sound the relevant kind here?
(e) How many digits of the answer can be trusted?

**Hints**

1. A sound wave is a moving pattern of compression, and therefore a moving pattern of refractive index.
2. Each depth in the crystal sends back a little light. Ask when these contributions arrive in phase.
3. The wavelength 1550 nm is the value in vacuum, but the scattering takes place in silicon.
4. For (c), expand the optical wavevector to first order in the frequency change.
5. For (d), light running along x has its electric field in the yz plane.

**Solution**

**(a) The sound wavelength**

Let x be the depth along [100]. Angular frequencies are ω for light and Ω for sound, and f = Ω/(2π). The incident field varies as

exp[i(k_p x − ω_p t)], with k_p = nω_p/c = 2πn/λ.

Sound receding along +x, with wavevector q > 0, modulates the permittivity as

cos(qx − Ωt) = ½ exp[i(qx − Ωt)] + ½ exp[−i(qx − Ωt)].

The scattering source is this modulation times the incident field. The second exponential gives a source varying as

exp{i[(k_p − q)x − (ω_p − Ω)t]}.

It radiates at ω_s = ω_p − Ω. A backward wave of that frequency varies as exp[i(−k_s x − ω_s t)]. The contribution from depth x therefore has a phase, relative to this wave, of

(k_p − q)x − (−k_s x) = (k_p + k_s − q)x.

Call the bracket Δ. Summing over a length L gives

|∫₀ᴸ exp(iΔx) dx| = |2 sin(ΔL/2)/Δ|,

which is largest, and equal to L, at Δ = 0. Strong backscattering thus requires

q = k_p + k_s.

The first exponential would need k_p + k_s + q = 0, which is impossible for positive wavevectors. For sound approaching along −x, replace Ω by −Ω in the modulation. The same condition on q follows, now with ω_s = ω_p + Ω.

The sound frequency is far below the optical frequency, so take k_s ≈ k_p = k for now:

q = 2k = 4πn/λ.

The numbers are

k = 2π × 3.48/(1.55 µm) = 14.107 rad/µm,
q = 2 × 14.107 = 28.214 rad/µm.

The sound wavelength is

2π/q = λ/(2n) = 1550 nm/6.96 = 222.7 nm.

This is half the optical wavelength inside the crystal. Contributions from neighbouring compressions then differ in path by one full optical wavelength, there and back.

**(b) The frequency shift**

At these wavelengths sound obeys Ω = vq to good accuracy; part (e) estimates the departures caused by the discrete lattice and by damping. Hence

f_B = Ω/(2π) = vq/(2π) = v(4πn/λ)/(2π) = 2nv/λ.

Inserting the values,

f_B = 2 × 3.48 × 8430 m/s/(1550 × 10⁻⁹ m) = 3.785 × 10¹⁰ Hz ≈ 38 GHz.

Receding sound lowers the optical frequency by this amount (the Stokes line), and approaching sound raises it (the anti-Stokes line). This is the Doppler shift from a moving reflector: the fractional change is 2v divided by the light speed c/n. It vanishes for v → 0, because a stationary grating reflects without changing the frequency.

Leaving out n would give 10.88 GHz, too small by the factor 3.48.

The optical frequency is 193.41 THz, so the shift is about two parts in ten thousand. From ν = c/λ, a small change obeys |δν| = c|δλ|/λ², so

|δλ| = λ²f_B/c = 0.303 nm.

The energy of one sound quantum is hf_B = 0.157 meV, far below the room-temperature thermal energy of roughly 26 meV. Thermal sound of this frequency is therefore plentiful in both directions, and both lines appear without any sound being launched.

**(c) The changed optical wavevector**

Define the group index by n_g = c dk/dω. For the Stokes line, to first order in Ω,

k_s = k − n_gΩ/c.

Put this into Ω = v(k_p + k_s):

Ω = v(2k − n_gΩ/c),
Ω(1 + n_g v/c) = 2vk.

Dividing by 2π and by the bracket, and reversing the sign of the change in k_s for the anti-Stokes line, gives

f = f_B/(1 ± n_g v/c),

with the upper sign for Stokes. With a rough n_g = 3.6, the small term is

n_g v/c = 3.6 × 8430/(3.00 × 10⁸) = 1.01 × 10⁻⁴.

The correction is about −3.8 MHz for Stokes and +3.8 MHz for anti-Stokes. Solving the two conservation laws numerically, with an index linear in frequency, gives these same values.

The effect is easier to see when the sound is unrealistically fast. Let β be the sound speed divided by the light speed in the medium, and ignore dispersion. Then k_s/k = 1 − Ω/ω_p and Ω/ω_p = βq/k, so

q/k = 2 − βq/k, hence q/k = 2/(1 + β).

For β = 0.05 this is 1.90476. A direct sum of the light returned from all depths of a moving grating, with the travel times included, is strongest at q/k = 1.90477. The returned frequency is lower by 0.09524 of the incident one, in agreement with 2β/(1 + β).

**(d) Why longitudinal sound**

Strain changes the inverse permittivity η. For a cubic crystal, with x, y, z along the cube axes,

Δη_yy = p11 S_yy + p12(S_xx + S_zz),
Δη_xy = 2p44 S_xy,

and similarly for the other components. The strain is S_ij = ½(∂u_i/∂x_j + ∂u_j/∂x_i), where u is the displacement. For a plane wave along x, only derivatives with respect to x survive.

Longitudinal sound has only S_xx, so Δη_yy = Δη_zz = p12 S_xx. The grating acts directly on the transverse electric field.

Transverse sound with displacement along y has only S_xy = S_yx, so only Δη_xy changes. This turns a field along y into a source along x, and a dipole along x does not radiate along x. To first order in strain, transverse sound travelling along [100] gives no backscattering.

The coefficient that acts here is the smaller one: roughly p12 = 0.017, against p11 = −0.09. The line is therefore weaker than a coefficient the size of p11 would make it, but its frequency is unaffected.

**(e) How many digits?**

The given data are rounded. Half a unit in the last digit of n (0.005) moves the result by 54 MHz, and 5 m/s in v moves it by 22 MHz. Both exceed the correction in (c).

Temperature acts through both the index and the stiffness, and the two effects partly cancel. Since f_B ∝ n√C11 at fixed density, where C11 = ρv² is the elastic constant for this wave,

δf/f_B = δn/n + ½ δC11/C11.

Take rough coefficients dn/dT = 1.8 × 10⁻⁴ per K and d(ln C11)/dT = −8 × 10⁻⁵ per K. Warming by 10 K then gives +20 MHz through the index and −15 MHz through the stiffness. Thermal expansion, left out here, lowers the density and adds roughly +1.5 MHz. The small sum depends on rough inputs and should not be relied on.

The discreteness of the atomic planes is negligible here. Model the atomic planes as a chain of masses M with spacing d, joined by springs K. A wave on the chain obeys MΩ² = 2K(1 − cos qd) = 4K sin²(qd/2). With v = d√(K/M) this becomes

Ω = (2v/d) sin(qd/2) ≈ vq[1 − (qd)²/24].

For d ≈ 0.136 nm this model gives a change of −23 kHz. Forces in real silicon reach beyond neighbouring planes, so the figure shows only that the effect is far below 1 MHz, not its exact size.

Finally, damping gives the line a width. An assumed acoustic quality factor of 1000 means f_B/1000 = 38 MHz, about ten times the correction in (c). Damping can also move the line. Suppose it comes from one relaxation process of time τ and small strength D. Then 1/Q = DΩτ/(1 + Ω²τ²), and the speed exceeds its low-frequency value by the fraction ½DΩ²τ²/(1 + Ω²τ²) = Ωτ/(2Q). With Q = 1000 this raises the shift by about 19 MHz for Ωτ = 1, in proportion to Ωτ, far more than the lattice correction. It matters if v was measured at low ultrasonic frequency rather than near 38 GHz. The answer 38 GHz is well supported for the stated direction. With λ taken as exact, rounding of n and v together allows anything from about 37.78 to 37.93 GHz, so the third digit of 37.85 GHz is uncertain by about one and the fourth is not supported by the data.

**The result beside a real device.** The index and sound speed used here are typical of silicon near room temperature. A waveguide breaks the assumption of an unbounded crystal: if the light returns in the same optical mode and the structure also guides sound, n is replaced by the effective index of that mode, and v by the phase speed of the guided acoustic mode. Guided sound cannot be taken for granted: from silicon fully embedded in silica it generally leaks out, because sound is slower in silica. With v held fixed, each reduction of 0.1 in index lowers the shift by 1.09 GHz. At high intensity, two-photon absorption both heats the silicon and creates free carriers. Heating raises the index and the carriers lower it, so the temperature estimate above is not enough by itself to predict the change in the shift.

**Variation 1: another crystal direction**

*Light and sound now run along [110] or [111]. What are the longitudinal shifts?*

The index of a cubic crystal is the same in every direction, but the sound speed is not. For a direction with cosines m_i, the elastic wave equation is ρv²u_i = Σ_k Γ_ik u_k, with

Γ_ii = C11 m_i² + C44(1 − m_i²),
Γ_ik = (C12 + C44)m_i m_k for i ≠ k.

Along [110], m = (1, 1, 0)/√2. Acting on a displacement along (1, 1, 0), the matrix gives

ρv² = (C11 + C44)/2 + (C12 + C44)/2 = (C11 + C12 + 2C44)/2.

Along [111], the diagonal element is joined by two equal off-diagonal ones:

ρv² = (C11 + 2C44)/3 + 2(C12 + C44)/3 = (C11 + 2C12 + 4C44)/3.

The given speed and ρ = 2330 kg/m³ imply C11 = 165.6 GPa. Take roughly C12 = 64 GPa and C44 = 80 GPa. Then

[110]: ρv² ≈ 195 GPa, v ≈ 9140 m/s, f_B ≈ 41 GHz;
[111]: ρv² ≈ 205 GPa, v ≈ 9370 m/s, f_B ≈ 42 GHz.

Direction therefore matters far more than any correction in (c) or (e). The polarization rule in (d) also depends on direction: along [111], symmetry allows transverse sound to backscatter light. The coupling per unit displacement gradient is √2(p11 − p12 − 2p44)/6, against (p11 + 2p12 − 2p44)/3 for longitudinal sound. With the rough p11 and p12 above and p44 = −0.05, the magnitudes are about 0.0016 and 0.015. The transverse value is a near cancellation: a change of 0.005 in p11 or p44 can remove it or reverse its sign. For these coefficients the transverse line is weak, and its strength is not fixed by them.

**Variation 2: light collected slightly off axis**

*A lens of numerical aperture 0.1 collects the backscattered light through a face normal to the beam. How far is the edge ray shifted from f_B?*

Refraction reduces the angle inside the crystal to δ, where sin δ = 0.1/3.48, so δ = 1.65° = 0.0287 rad. For scattering through an angle θ, with equal optical wavevectors,

q² = |k_p − k_s|² = 2k²(1 − cos θ) = 4k² sin²(θ/2).

In the forward limit θ → 0, both q and the shift vanish. Here θ = π − δ, so

q = 2k cos(δ/2) ≈ 2k(1 − δ²/8).

At fixed sound speed the shift changes by −f_B δ²/8 = −3.9 MHz.

The sound direction, however, is now tilted from [100] by φ = δ/2. Let the tilt be towards another cube axis. Expanding the matrix of Variation 1 to second order in φ gives

ρv² ≈ C11 + φ²[(C12 + C44)²/(C11 − C44) − (C11 − C44)].

The bracket is 144²/85.6 − 85.6 ≈ 157 GPa, so the speed rises by the fraction 157φ²/(2 × 165.6) ≈ 0.47φ². The geometry lowers q by the fraction φ²/2. The two nearly cancel, leaving a few tenths of a megahertz at most. A change of 1 GPa in C44 alters this remainder by about 0.2 MHz, so its exact value is not reliable. This cancellation comes from the particular elastic constants used; in an elastically isotropic solid the full −3.9 MHz would remain.

The complete set of computed values is in the numerical output below.

Values computed for the example and the checks

```
vacuum wavelength: 1550 nm
refractive index: 3.48
sound speed [100]: 8430 m/s
optical wavevector in silicon: 14.107 rad/um
sound wavevector: 28.214 rad/um
sound wavelength: 222.7 nm
Brillouin shift: 37.85 GHz
shift if index is wrongly left out: 10.88 GHz
optical frequency: 193.41 THz
phonon energy: 0.1565 meV
optical wavelength change: 0.3034 nm
scaled grating, receding, speed/light speed: 0.05
  best q/k: summed 1.90477, law 1.90476
  frequency drop/optical: summed 0.09524, law 0.09524
scaled grating, approaching, speed/light speed: -0.05
  best q/k: summed 2.10527, law 2.10526
  frequency drop/optical: summed -0.10526, law -0.10526
group index (rough): 3.6
recoil correction, Stokes: -3.83 MHz
recoil correction, anti-Stokes: +3.83 MHz
density (rough): 2330 kg/m3
C11 from speed: 165.6 GPa
C12, C44 (rough): 64, 80 GPa
[100] speed: 8430 m/s, shift: 37.85 GHz
[110] speed: 9143 m/s, shift: 41.06 GHz
[111] speed: 9369 m/s, shift: 42.07 GHz
p11, p12, p44 (rough): -0.09, 0.017, -0.05
[100] coupling per strain, longitudinal: 0.017
[100] coupling per strain, transverse: 0.000
[111] coupling per strain, transverse: 0.0016
atomic plane spacing (rough): 0.136 nm
lattice correction: -23 kHz
index rounding 0.005: 54 MHz
speed rounding 5 m/s: 22 MHz
rough dn/dT: 1.8e-04 /K, dlnC11/dT: -8e-05 /K
warming 10 K, through index: +20 MHz
warming 10 K, through stiffness: -15 MHz
numerical aperture: 0.1, inner angle: 1.65 deg
edge-ray change, geometry only: -3.91 MHz
edge-ray change, with sound tilt: -0.21 MHz
assumed acoustic quality factor: 1000
linewidth: 38 MHz
```
